# The two-stream model: from ballistic motion to diffusion

## Two laws that agree and are both wrong

Let 200 000 independent walkers start at one point of a line. Each moves at speed $v=0.2$ atomic units and reverses direction at random, on average once in 1000 atomic units of time. After a time $t=1000$, free flight predicts a mean-square displacement $(vt)^2=40\,000$ bohr². The diffusion law $2Dt$, with the constant $D=20$ derived below, also predicts $40\,000$ bohr². The simulated walkers give $22\,679$ bohr², with a standard error of 36. The two familiar laws agree with each other, yet both exceed the result by about three quarters of its value.

The explanation requires a description that holds at all times, from the first flight to the diffusive regime. The two-stream model provides one that can be solved in closed form.

## The kinetic equations

Let $n_+(x,t)$ be the density of carriers moving to the right and $n_-(x,t)$ that of carriers moving to the left. All have the same speed $v$. A carrier reverses with probability $\gamma\,dt$ in a short time $dt$, whatever its past. There is no field, the carriers do not influence each other, and a reversal leaves the speed unchanged. The total number is normalized to one, so densities are also probability densities.

The right-movers found at $x$ at time $t+dt$ are those that were at $x-v\,dt$ and did not reverse, together with left-movers that have just reversed:

$$n_+(x,t+dt)=(1-\gamma\,dt)\,n_+(x-v\,dt,t)+\gamma\,dt\,n_-(x,t)+O(dt^2). \tag{1}$$

The small displacement of the reversing carriers within $dt$ affects only the second order. We expand $n_+(x-v\,dt,t)=n_+-v\,dt\,\partial_x n_+$ to first order, subtract $n_+(x,t)$ and divide by $dt$. The left-movers are treated in the same way with $v\to-v$. The results are

$$\partial_t n_++v\,\partial_x n_+=-\gamma(n_+-n_-), \tag{2}$$

$$\partial_t n_--v\,\partial_x n_-=+\gamma(n_+-n_-). \tag{3}$$

What one stream loses by scattering the other gains.

## The telegrapher equation

The observable quantities are the total density and the particle current,

$$n=n_++n_-,\qquad j=v(n_+-n_-). \tag{4}$$

Adding (2) and (3) cancels the scattering terms and gives conservation of number:

$$\partial_t n+\partial_x j=0. \tag{5}$$

Subtracting (3) from (2) gives $\partial_t(n_+-n_-)+v\,\partial_x n=-2\gamma(n_+-n_-)$. Multiplication by $v$ turns this into

$$\partial_t j+v^2\partial_x n=-\frac{j}{\tau},\qquad \tau=\frac{1}{2\gamma}. \tag{6}$$

The factor two arises because one reversal removes a carrier from one stream and adds it to the other, so that $n_+-n_-$ changes by two. The current therefore relaxes in half the mean time $1/\gamma$ between reversals. If scattering events instead choose the new direction at random, with equal chances, half of them leave the direction as it was. Such events must occur at rate $2\gamma=1/\tau$ to produce reversals at rate $\gamma$. For randomizing events, then, $\tau$ is the mean time between events.

To eliminate the current, differentiate (5) with respect to time, then insert (6), and finally use (5) again:

$$\begin{aligned}
\partial_t^2 n&=-\partial_x\partial_t j
=v^2\partial_x^2 n+\frac1\tau\,\partial_x j\\
&=v^2\partial_x^2 n-\frac1\tau\,\partial_t n .
\end{aligned}$$

This is the telegrapher equation,

$$\partial_t^2 n+\frac1\tau\,\partial_t n=v^2\,\partial_x^2 n. \tag{7}$$

No approximation was made between (2), (3) and (7). Being of second order in time, (7) needs two initial data: the density, and its rate of change $\partial_t n=-\partial_x j$. The second records how the carriers were initially divided between the streams.

Multiplying (7) by $\tau$ and defining

$$D=v^2\tau=\frac{v^2}{2\gamma} \tag{8}$$

gives $\tau\,\partial_t^2n+\partial_t n=D\,\partial_x^2n$. Without scattering, (7) becomes the wave equation. If the rate $\partial_t n$ is itself slow to change, varying by only a small fraction of its value during $\tau$, the first term is small compared with the second and the diffusion equation remains. In (6) this corresponds to dropping $\partial_t j$, which leaves Fick's law $j=-D\,\partial_x n$.

The meaning of "slow" can be made precise with a density wave $n\propto e^{ikx-\lambda t}$. Equation (7) requires $\lambda^2-\lambda/\tau+v^2k^2=0$. Since $1/\tau=2\gamma$, the roots are

$$\lambda_\pm=\gamma\pm\sqrt{\gamma^2-v^2k^2}. \tag{9}$$

For $vk\ll\gamma$, expansion of the root gives

$$\lambda_-\approx\frac{v^2k^2}{2\gamma}\left(1+\frac{v^2k^2}{4\gamma^2}\right)=Dk^2\left(1+k^2v^2\tau^2\right). \tag{10}$$

Long waves thus decay diffusively. At $kv\tau=0.1$ the correction is one per cent. The other root, $\lambda_+\approx2\gamma$, describes the rapid relaxation of the current. For $vk>\gamma$ the roots are complex, and the wave oscillates while its amplitude falls as $e^{-\gamma t}$. Diffusion is therefore a description of long waves at times well beyond $\tau$.

## The mean-square displacement

Let all carriers start at $x=0$, a fraction $(1+u)/2$ to the right and $(1-u)/2$ to the left. The bias $u$ lies between $-1$ and $1$. Define

$$M(t)=\langle x^2\rangle=\int x^2\,n(x,t)\,dx. \tag{11}$$

No carrier can be beyond $|x|=vt$, so boundary terms vanish when we integrate by parts over the whole line. From (5),

$$\frac{dM}{dt}=-\int x^2\,\partial_x j\,dx=2\int x\,j\,dx. \tag{12}$$

We differentiate once more and insert (6):

$$\begin{aligned}
\frac{d^2M}{dt^2}&=2\int x\left(-v^2\partial_x n-\frac j\tau\right)dx\\
&=2v^2\int n\,dx-\frac1\tau\frac{dM}{dt}
=2v^2-\frac1\tau\frac{dM}{dt}. 
\end{aligned}\tag{13}$$

The first term changed sign in the integration by parts, and the integral of $n$ is one. Initially $M=0$. Also $dM/dt=0$, because in (12) the current is concentrated at $x=0$. This holds for every $u$. The solution of (13) for the first derivative is

$$\frac{dM}{dt}=2v^2\tau\left(1-e^{-t/\tau}\right), \tag{14}$$

and a second integration from zero to $t$ gives

$$M(t)=2D\left[t-\tau\left(1-e^{-t/\tau}\right)\right]. \tag{15}$$

The bias does affect the mean position. From (5), $d\langle x\rangle/dt=\int j\,dx$. Integrating (6) over $x$ shows that this total current decays as $e^{-t/\tau}$ from its initial value $uv$. Hence

$$\langle x\rangle=u\,v\tau\left(1-e^{-t/\tau}\right). \tag{16}$$

The variance is $M-\langle x\rangle^2$, which equals $M$ only if the start is balanced. Equation (15) describes displacement from the starting point, not spreading about a moving centre.

The same result can be read from the memory of the velocity. Write $w(t)=\pm v$ for the velocity of one carrier. Given its value at $t_1$, its mean value at a later time $t_2$ is $w(t_1)e^{-(t_2-t_1)/\tau}$, by the argument that led to (16). Since $w(t_1)^2=v^2$ for either direction, $\langle w(t_1)w(t_2)\rangle=v^2e^{-(t_2-t_1)/\tau}$. The displacement is the time integral of $w$, so its mean square is a double integral of this correlation. Collecting pairs of times with separation $q$, and counting both orders, gives

$$M=2v^2\int_0^t(t-q)\,e^{-q/\tau}\,dq, \tag{17}$$

which integrates to (15). The bias drops out because the product of two velocities does not depend on which direction is called right.

### Early and late times

For $t\ll\tau$ we use $e^{-z}=1-z+z^2/2-z^3/6+\dots$ with $z=t/\tau$. The constant and linear terms in (15) cancel, leaving

$$M\approx2v^2\tau^2\left(\frac{z^2}{2}-\frac{z^3}{6}\right)=(vt)^2\left(1-\frac{t}{3\tau}\right). \tag{18}$$

For $t\gg\tau$ the exponential is negligible, and

$$M\approx2D(t-\tau). \tag{19}$$

The ratio $M/(2Dt)$ tends to one, but the difference $M-2Dt$ tends to $-2D\tau$, not to zero. Equation (17) shows the origin of this offset. At late times the integral of $t\,e^{-q/\tau}$ gives $2Dt$, while the term with $-q$ gives $-2D\tau$. A velocity correlation of duration $q$ has only $t-q$ possible starting times within the observed interval.

The limiting laws cross where $(vt)^2=2v^2\tau t$, that is, at $t=2\tau$. There (15) gives

$$\frac{M(2\tau)}{(2v\tau)^2}=\frac{2-1+e^{-2}}{2}=\frac{1+e^{-2}}{2}\approx0.568. \tag{20}$$

This is the answer to the opening puzzle. The time $t=1000$ is just the crossing time, where neither limiting law applies. Free flight ignores the reversals that have occurred. The law $2Dt$ assigns a full velocity memory to every instant, although the observation has lasted for only two relaxation times.

## The full distribution

The second moment does not show where the carriers are. The distribution follows from counting paths. Let $a$ be the total time a carrier has spent moving right and $b$ the time spent moving left, so that

$$a+b=t,\qquad x=v(a-b). \tag{21}$$

A history with $N$ reversals at given times has probability density $\gamma^N e^{-\gamma t}$: one factor $\gamma$ for each reversal, and the exponential for the absence of any others.

Consider a start to the right. If $N=2m+1$, there are $m+1$ flights to the right and $m+1$ to the left. We need the volume of all flight durations that share the same $a$. The ends of the first $m$ right flights, measured in right-moving time, are $m$ ordered points between $0$ and $a$. Ordering selects one part in $m!$ of the volume $a^m$, which gives $a^m/m!$. The left flights likewise give $b^m/m!$. The change from reversal times to these variables and $a$ has a Jacobian of magnitude one, so the density in $a$ is

$$p_{2m+1}(a)=\gamma^{2m+1}e^{-\gamma t}\,\frac{a^m}{m!}\,\frac{b^m}{m!}. \tag{22}$$

If $N=2m$ with $m\ge1$, there are $m+1$ right flights but only $m$ left flights, and

$$p_{2m}(a)=\gamma^{2m}e^{-\gamma t}\,\frac{a^m}{m!}\,\frac{b^{m-1}}{(m-1)!}. \tag{23}$$

The sums are the series of the modified Bessel functions,

$$I_0(z)=\sum_{m=0}^\infty\frac{(z/2)^{2m}}{(m!)^2},\qquad
I_1(z)=\sum_{m=1}^\infty\frac{(z/2)^{2m-1}}{m!\,(m-1)!}. \tag{24}$$

With $z=2\gamma\sqrt{ab}$, the odd terms add up to $\gamma e^{-\gamma t}I_0(z)$. In the even terms we write $\gamma^{2m}a^mb^{m-1}=\gamma\sqrt{a/b}\,(\gamma\sqrt{ab})^{2m-1}$, so they add up to $\gamma e^{-\gamma t}\sqrt{a/b}\,I_1(z)$.

It remains to return to $x$. From (21), $a=(t+x/v)/2$ and $b=(t-x/v)/2$. With

$$s=\sqrt{t^2-x^2/v^2}=2\sqrt{ab}, \tag{25}$$

we have $z=\gamma s$ and $\sqrt{a/b}=2a/s=(t+x/v)/s$. Since $dx=2v\,da$, the density in $x$ is that in $a$ divided by $2v$. A start to the left gives the mirror image, $x\to-x$. Weighting the two starts by $(1\pm u)/2$ yields, for $|x|<vt$,

$$n(x,t)=\frac{\gamma e^{-\gamma t}}{2v}\left[I_0(\gamma s)+\frac{t+ux/v}{s}\,I_1(\gamma s)\right]. \tag{26}$$

The carriers that have never reversed, $N=0$, are not included in (26). They form two sharp fronts at $x=\pm vt$ with weights $e^{-\gamma t}(1\pm u)/2$. Beyond the fronts the density is zero.

The diffusion equation instead gives the Gaussian $e^{-x^2/4Dt}/\sqrt{4\pi Dt}$, which has no front. Its weight beyond $|x|=vt$ is

$$\operatorname{erfc}\!\left(\frac{vt}{\sqrt{4Dt}}\right)=\operatorname{erfc}\!\left(\sqrt{\frac{t}{4\tau}}\right). \tag{27}$$

This forbidden weight falls steadily from one at $t\to0$; it is 0.48 at $t=\tau$, 0.025 at $10\tau$ and 0.0016 at $20\tau$. At the starting point the two descriptions then approach each other. For large $z$, $I_0(z)+I_1(z)\approx e^z(2-1/4z)/\sqrt{2\pi z}$, and (26) gives

$$n(0,t)\approx\frac{1}{\sqrt{4\pi Dt}}\left(1-\frac{1}{8\gamma t}\right). \tag{28}$$

The bias $u$ drops out at $x=0$ only. Away from it the term $ux/v$ in (26) changes the density by a fraction of about $ux/2vt$. At $|x|=\sqrt{2Dt}$ this is $u\sqrt{\tau/2t}$, still 16 per cent at $20\tau$ for $u=1$.

## Numbers and walkers

The example uses round model parameters in Hartree atomic units, $v=0.2$ and $\gamma=0.001$. Then

$$\tau=\frac1{2\times0.001}=500,\qquad D=0.2^2\times500=20. \tag{29}$$

In other units, $\tau=12.1$ fs and $D=23.2$ cm²/s. The length $v\tau$ is 100 bohr, or 5.29 nm.

At the crossing time, (15) gives $M=40\,[1000-500(1-e^{-2})]=22\,707$ bohr². The walkers test this without using the differential equations. For each one, waiting times between reversals are drawn from an exponential distribution with mean $1/\gamma$. The walker moves in straight flights between reversals, and its position is recorded at fixed times. With equal chances for the initial direction, 200 000 walkers give the following values of $\langle x^2\rangle$ in bohr²; the uncertainty is one standard error.

| $t/\tau$ | $(vt)^2$ | $2Dt$ | Eq. (15) | Walkers |
|---:|---:|---:|---:|---:|
| 0.1 | 100 | 2000 | 96.75 | 96.70 ± 0.04 |
| 0.5 | 2500 | 10 000 | 2131 | 2130 ± 2 |
| 1 | 10 000 | 20 000 | 7358 | 7366 ± 8 |
| 2 | 40 000 | 40 000 | 22 707 | 22 679 ± 36 |
| 5 | 250 000 | 100 000 | 80 135 | 80 410 ± 182 |
| 10 | 1 000 000 | 200 000 | 180 001 | 180 656 ± 484 |
| 20 | 4 000 000 | 400 000 | 380 000 | 379 530 ± 1110 |

The walkers agree with (15) within two standard errors in every row. The rows follow the same walkers and are not independent samples.

The crossover is broad. Solving (15) numerically for the times at which $M$ is 90 per cent of each limiting law gives $t=0.325\tau$ for free flight and $t=10.0\tau$ for diffusion. Between them lies a factor of about 30 in time. The late approach is slow because, by (19), the relative deficit falls only as $\tau/t$. At $20\tau$ it is still five per cent: the offset is $-2D\tau=-20\,000$ bohr² in $400\,000$.

The distribution shows what happens at $t=2\tau$. The fraction that has never reversed is $e^{-1}=0.368$; among the walkers it is 0.367. These carriers contribute $0.368\times40\,000\approx14\,700$ bohr² to $M$, about 65 per cent of the total. The other 63 per cent of the carriers supply the remaining 8000 bohr². The mean-square displacement at the crossing is thus dominated by carriers still in their first flight, while most carriers have already turned back at least once. The Gaussian of ordinary diffusion would put 32 per cent of its weight beyond the fronts, where no carrier can be. By $20\tau$ the central density from (26) is 0.987 of the Gaussian value, in accord with the factor $1-1/80$ from (28).

A second set of walkers, all started to the right, separates displacement from spreading. At $2\tau$ their mean-square displacement is $22\,746$ bohr², about one standard error from the same value of (15). Their mean position is 87.0 bohr, against 86.5 bohr from (16), a difference of about two standard errors. The variance predicted from (15) and (16) is $22\,707-86.47^2\approx15\,230$ bohr², and the walkers give $15\,180$ bohr². Starting all carriers in the same direction leaves $M$ unchanged but, at this time, reduces the variance by a third compared with a balanced start. The amount removed, $\langle x\rangle^2$, rises towards $(v\tau)^2=10\,000$ bohr², but as a fraction of $M$ the reduction fades later, because $\langle x\rangle$ stays below $v\tau$ while $M$ keeps growing.

In a third set, events at rate $1/\tau$ choose the direction at random. At $2\tau$ these walkers give $22\,632$ bohr². This is about two standard errors below (15), a deviation compatible with sampling noise, and it supports the identification of $\tau$ made after (6).

## Where the model ends

The closed equation (7) depends on $v_x^2$ having the same value for every carrier. In two or three dimensions $v_x^2$ varies with direction, even at fixed speed. The term $v^2\partial_xn$ in (6) is then replaced by the gradient of $\langle v_x^2\rangle n$, which $n$ and $j$ do not determine. A spread of speeds has the same effect in one dimension. The telegrapher equation then needs a further approximation. The second moment is more robust. For an isotropic start and randomizing events at one common rate $1/\tau$, the argument behind (17) still holds, and $\langle x^2\rangle$ follows (15) with $v^2$ replaced by $\langle v_x^2\rangle$. The shape of the distribution is what changes.

The reversals must also be independent of the past. Fixed obstacles violate this condition, because a carrier that has turned back can meet the same obstacle again. Finally, (15) assumes an unbounded line. Between reflecting walls the displacement cannot exceed the distance between them, so the growth of $M$ must stop.
